**Ammonia dose on a resist behind a still layer of air**

The program evaluates $N=xpDt/(kTL)$, the number of molecules per area taken up by a perfect sink. Here $x$ is the ammonia mole fraction, $p$ and $T$ are the air pressure and temperature, $D$ is the diffusivity of ammonia in air, $L$ the layer thickness, $t$ the time and $k$ the Boltzmann constant. For 1 ppb, 5 mm and 600 s it prints $6.87\times10^{16}\ \mathrm{m^{-2}}$, and it asserts that the dose lies between 6.5 and $7.5\times10^{16}\ \mathrm{m^{-2}}$. Random flights of molecules are asserted to agree within 3 % with the series formula for air and surface resistance. Time integration of the diffusion equation is compared with the start-up excess $nL/3$, where $n$ is the ammonia density outside the layer. A finite-difference solution is compared with the layer thickness set by descending air, and a trial inflow with wall friction is asserted to give a thicker layer. A reaction–diffusion calculation is asserted to agree within 3 % with the formula for uptake through a neutralised skin. The output shows that start-up is negligible here, while air flow and skin permeability can change the dose appreciably.

## Verification by program

```python
"""Ammonia uptake by a resist through a still layer of air.

Result under test: N = x p D t / (k T L), the number of molecules per area
taken up in time t by a perfectly absorbing surface.
x: ammonia mole fraction; p, T: air pressure and temperature;
D: diffusivity of ammonia in air; L: layer thickness; k: Boltzmann constant.
Also tested: start-up excess, finite reaction probability at the surface,
layer thickness set by descending air, and resistance of a neutralised skin.
All internal quantities are in SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded


def wall_resistance(gamma, speed):
    """Resistance (s/m) of a surface with reaction probability gamma."""
    return 4 / speed * (1 / gamma - 0.5)


def skin_factor(g):
    """Uptake relative to a perfect sink; g = skin/air conductance ratio."""
    return g * (np.sqrt(1 + 2 / g) - 1)


# --- Test: random flights, lengths in mean free paths, unit speed ---
def flight_absorption(thickness, gamma, count, rng):
    """Fraction absorbed at z=0 of molecules entering at z=thickness."""
    z = np.full(count, float(thickness))
    mu = -np.sqrt(rng.random(count))
    absorbed_total = 0
    while z.size:
        z = z + mu * rng.exponential(size=z.size)
        hit = z <= 0
        absorbed = hit & (rng.random(z.size) < gamma)
        absorbed_total += int(absorbed.sum())
        keep = (~absorbed) & (z < thickness)
        z = np.maximum(z[keep], 0.0)
        hit = hit[keep]
        draw = rng.random(z.size)
        # diffuse re-emission from the wall, isotropic scattering in the gas
        mu = np.where(hit, np.sqrt(draw), 2 * draw - 1)
    return absorbed_total / count


rng = np.random.default_rng(12)
flight_rows = []
for gamma_test in (1.0, 0.1):
    thickness = 10.0
    simulated = flight_absorption(thickness, gamma_test, 300000, rng)
    # isotropic scattering has D = 1/3; the entrance adds its own half-flux
    # resistance, equal to that of a fully absorbing wall
    resistance = (thickness / (1 / 3) + wall_resistance(gamma_test, 1.0)
                  + wall_resistance(1.0, 1.0))
    predicted = 4 / resistance
    # 3 %: sampling noise plus the kinetic layer next to each boundary
    assert abs(simulated / predicted - 1) < 0.03
    flight_rows.append((gamma_test, simulated, predicted))

# --- Test: start-up excess, in units of L, L^2/D and outer density ---
cells = 200
h = 1 / cells
size = cells - 1
matrix = np.zeros((size + 1, size + 1))
for i in range(size):
    matrix[i, i] = -2 / h**2
    if i > 0:
        matrix[i, i - 1] = 1 / h**2
    if i < size - 1:
        matrix[i, i + 1] = 1 / h**2
matrix[size, 0] = 1 / h            # last variable accumulates the uptake
source = np.zeros(size + 1)
source[size - 1] = 1 / h**2        # fixed density at the outer edge
start = np.ones(size + 1)
start[size] = 0
end_time = 2.0
run = solve_ivp(lambda t, y: matrix @ y + source, (0, end_time), start,
                method="BDF", jac=matrix, rtol=1e-7, atol=1e-9)
assert run.success
startup_excess = run.y[size, -1] - end_time
# the grid leaves out half a cell of initial gas at the wall: h/2 = 0.0025
assert abs(startup_excess - 1 / 3) < 0.004


# --- Test: effective layer under descending air, unit sqrt(D/a) ---
def effective_layer(inflow):
    """Solve c'' + inflow(z) c' = 0, c(0)=0, c(far)=1; return 1/c'(0)."""
    points = 3000
    step = 6.0 / points
    z = step * np.arange(1, points)
    w = inflow(z)
    upper = 1 / step**2 + w / (2 * step)
    lower = 1 / step**2 - w / (2 * step)
    bands = np.zeros((3, points - 1))
    bands[0, 1:] = upper[:-1]
    bands[1, :] = -2 / step**2
    bands[2, :-1] = lower[1:]
    right = np.zeros(points - 1)
    right[-1] = -upper[-1]
    c = solve_banded((1, 1), bands, right)
    return 2 * step / (4 * c[0] - c[1])


layer_free = effective_layer(lambda z: 2 * z)
layer_drag = effective_layer(lambda z: 2 * z**2 / (1 + z))
assert abs(layer_free / np.sqrt(np.pi / 4) - 1) < 1e-4
assert layer_drag > layer_free


# --- Test: acid film consumed by ammonia, no sharp front assumed ---
def film_uptake(g, film_cells=60, rate=3e4, storage=1e-3):
    """Relative uptake; depth in N0/acid density, time in exposure time."""
    dx = 1 / film_cells

    def change(t, y):
        u, acid = y[:film_cells], y[film_cells:]
        entering = (1 - u[0]) / (1 + dx / (2 * g))
        inner = g * (u[:-1] - u[1:]) / dx
        flux = np.concatenate(([entering], inner, [0.0]))
        loss = rate * u * acid
        return np.concatenate((((flux[:-1] - flux[1:]) / dx - loss)
                               / storage, -loss))

    initial = np.concatenate((np.zeros(film_cells), np.ones(film_cells)))
    result = solve_ivp(change, (0, 1), initial, method="BDF",
                       rtol=1e-5, atol=1e-8)
    assert result.success
    u, acid = result.y[:film_cells, -1], result.y[film_cells:, -1]
    return 1 - acid.mean() + storage * u.mean()


film_rows = []
for g_test in (0.5, 5.0):
    simulated = film_uptake(g_test)
    # 3 %: finite widths of the reaction zone and of the cells
    assert abs(simulated / skin_factor(g_test) - 1) < 0.03
    film_rows.append((g_test, simulated, skin_factor(g_test)))

# --- Worked example: inputs (rough typical values) ---
mole_fraction = 1e-9
pressure = const.atm
temperature = 295.0
diffusivity = 0.23e-4
layer = 5e-3
duration = 600.0
molar_mass_ammonia = 17.03     # g/mol
molar_mass_air = 28.96         # g/mol
acid_density = 0.02e27
film_thickness = 300e-9
downflow = 0.3
wafer_radius = 0.150

density = mole_fraction * pressure / (const.k * temperature)
flux = diffusivity * density / layer
dose = flux * duration
assert 6.5e16 < dose < 7.5e16
dose_low = dose * 0.20e-4 / diffusivity
dose_high = dose * 0.28e-4 / diffusivity
mass = molar_mass_ammonia * 1e-3 / const.N_A
speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
air_resistance = layer / diffusivity
gamma_half = 1 / (speed * air_resistance / 4 + 0.5)
wall_factor = air_resistance / (air_resistance
                                + wall_resistance(1e-3, speed))
strain = downflow / wafer_radius
flow_layer = np.sqrt(np.pi * diffusivity / (4 * strain))
depth = dose / acid_density
# Barrer: 1e-10 cm3(STP) cm / (cm2 s cmHg), turned into mol m/(m2 s Pa)
stp_molar_volume = const.R * 273.15 / const.atm
barrer = 1e-10 * 1e-4 / (10 * const.torr) / stp_molar_volume
barrer_diffusive = barrer * const.R * temperature

print("INPUTS")
print(f"ammonia mole fraction: {mole_fraction*1e9:.1f} ppb")
print(f"air pressure: {pressure/const.atm:.1f} atm")
print(f"temperature: {temperature:.0f} K")
print(f"ammonia diffusivity in air: {diffusivity*1e4:.2f} cm2/s")
print(f"layer thickness: {layer*1e3:.1f} mm")
print(f"exposure to air: {duration:.0f} s")
print(f"acid density in resist: {acid_density*1e-27:.3f} nm^-3")
print(f"resist thickness: {film_thickness*1e9:.0f} nm")
print(f"downflow speed: {downflow:.2f} m/s")
print(f"wafer radius: {wafer_radius*1e3:.0f} mm")
print("MAIN ESTIMATE")
print(f"ammonia number density: {density:.3e} m^-3")
print(f"steady flux: {flux:.3e} m^-2 s^-1")
print(f"dose: {dose:.2e} m^-2 = {dose*1e-18:.4f} nm^-2")
print(f"dose for D = 0.20 cm2/s: {dose_low:.2e} m^-2")
print(f"dose for D = 0.28 cm2/s: {dose_high:.2e} m^-2")
print(f"dose factor if ppb by mass: {molar_mass_air/molar_mass_ammonia:.2f}")
print(f"equivalent neutralised depth: {depth*1e9:.2f} nm")
print(f"share of film acid neutralised: {100*depth/film_thickness:.2f} %")
print("NEGLECTED EFFECTS")
print(f"diffusion time L^2/D: {layer**2/diffusivity:.2f} s")
print(f"start-up excess nL/3: {density*layer/3:.2e} m^-2")
print(f"relative start-up excess: {density*layer/3/dose:.1e}")
print(f"mean ammonia speed: {speed:.0f} m/s")
print(f"mean free path 3D/v: {3*diffusivity/speed*1e9:.0f} nm")
print(f"free-molecular rate / diffusive flux: {density*speed/4/flux:.2e}")
print(f"reaction probability that halves uptake: {gamma_half:.2e}")
print(f"uptake factor at reaction probability 0.001: {wall_factor:.3f}")
print(f"strain rate, downflow/radius: {strain:.2f} s^-1")
print(f"layer from downflow, no wall drag: {flow_layer*1e3:.2f} mm")
print(f"dose with that layer: {dose*layer/flow_layer:.2e} m^-2")
print(f"1 Barrer as P: {barrer_diffusive:.2e} m2/s")
for number in (1, 10, 100):
    g = number * barrer_diffusive * air_resistance / depth
    factor = skin_factor(g)
    print(f"skin of {number} Barrer: g = {g:.4f}, uptake factor "
          f"{factor:.3f}, dose {factor*dose:.2e} m^-2")
print("TESTS (dimensionless)")
for gamma_test, simulated, predicted in flight_rows:
    print(f"flights, reaction probability {gamma_test:.1f}: absorbed "
          f"{simulated:.4f}, formula {predicted:.4f}")
print(f"start-up excess: computed {startup_excess:.4f}, formula {1/3:.4f}")
print(f"flow layer: computed {layer_free:.5f}, "
      f"formula {np.sqrt(np.pi/4):.5f}")
print(f"flow layer with trial wall drag: {layer_drag:.4f}")
for g_test, simulated, predicted in film_rows:
    print(f"acid film, g = {g_test:.1f}: uptake {simulated:.4f}, "
          f"formula {predicted:.4f}")
print("all assertions hold")
```

Running it gives:

```
INPUTS
ammonia mole fraction: 1.0 ppb
air pressure: 1.0 atm
temperature: 295 K
ammonia diffusivity in air: 0.23 cm2/s
layer thickness: 5.0 mm
exposure to air: 600 s
acid density in resist: 0.020 nm^-3
resist thickness: 300 nm
downflow speed: 0.30 m/s
wafer radius: 150 mm
MAIN ESTIMATE
ammonia number density: 2.488e+16 m^-3
steady flux: 1.144e+14 m^-2 s^-1
dose: 6.87e+16 m^-2 = 0.0687 nm^-2
dose for D = 0.20 cm2/s: 5.97e+16 m^-2
dose for D = 0.28 cm2/s: 8.36e+16 m^-2
dose factor if ppb by mass: 1.70
equivalent neutralised depth: 3.43 nm
share of film acid neutralised: 1.14 %
NEGLECTED EFFECTS
diffusion time L^2/D: 1.09 s
start-up excess nL/3: 4.15e+13 m^-2
relative start-up excess: 6.0e-04
mean ammonia speed: 606 m/s
mean free path 3D/v: 114 nm
free-molecular rate / diffusive flux: 3.29e+04
reaction probability that halves uptake: 3.04e-05
uptake factor at reaction probability 0.001: 0.971
strain rate, downflow/radius: 2.00 s^-1
layer from downflow, no wall drag: 3.01 mm
dose with that layer: 1.14e+17 m^-2
1 Barrer as P: 8.21e-13 m2/s
skin of 1 Barrer: g = 0.0520, uptake factor 0.275, dose 1.89e+16 m^-2
skin of 10 Barrer: g = 0.5197, uptake factor 0.625, dose 4.29e+16 m^-2
skin of 100 Barrer: g = 5.1974, uptake factor 0.919, dose 6.31e+16 m^-2
TESTS (dimensionless)
flights, reaction probability 1.0: absorbed 0.1168, formula 0.1176
flights, reaction probability 0.1: absorbed 0.0565, formula 0.0571
start-up excess: computed 0.3308, formula 0.3333
flow layer: computed 0.88622, formula 0.88623
flow layer with trial wall drag: 1.2989
acid film, g = 0.5: uptake 0.6181, formula 0.6180
acid film, g = 5.0: uptake 0.9161, formula 0.9161
all assertions hold
```
